\section*{Kanzaki Forces, the Elastic Dipole and the Far Displacement Field, part 2}

A point defect displaces the crystal around it. We seek the displacement $\mathbf u(\mathbf R)$ far away. Hartree atomic units are used, and repeated Cartesian indices are summed.

The host is a harmonic crystal with one atom per primitive cell, at sites $\mathbf R$, with force constants $\Phi_{ij}(\mathbf h)$ and volume $\Omega_c$ per atom. The defect energy $V$ depends on the positions of a few host atoms and of any added atoms. At the relaxed positions it exerts on the host atoms the Kanzaki forces $\mathbf F=\Phi\mathbf u$, which sum to zero. Their first moment is the elastic dipole
\begin{equation}
P_{ij}=\sum_{\mathbf R}F_i(\mathbf R)R_j .
\label{eq:P}
\end{equation}
It equals minus the slope of the relaxed energy with respect to a homogeneous displacement gradient $\beta_{ij}$, and it need not be exactly symmetric. For $P_{ij}=p\,\delta_{ij}$ in an isotropic medium, dimensional analysis gives $\mathbf u=\gamma p\,\mathbf n/(CR^2)$, with $\mathbf n=\mathbf R/R$, $C$ an elastic constant and $\gamma$ a number still unknown.

The Green function $G_{ij}$ is the displacement caused by a unit force on one atom. With
\begin{equation}
D_{ij}(\mathbf k)=\sum_{\mathbf h}\Phi_{ij}(\mathbf h)e^{-i\mathbf k\cdot\mathbf h}
\end{equation}
and $\theta_\alpha=\mathbf k\cdot\mathbf a_\alpha$ for the primitive vectors $\mathbf a_\alpha$,
\begin{equation}
G_{ij}(\mathbf R)=\int_{-\pi}^{\pi}\!\frac{d^3\theta}{(2\pi)^3}\,\left[D^{-1}(\mathbf k)\right]_{ij}\cos(\mathbf k\cdot\mathbf R).
\label{eq:G}
\end{equation}
At all distances in the harmonic host,
\begin{equation}
u_i(\mathbf R)=\sum_{\mathbf R'}G_{ij}(\mathbf R-\mathbf R')F_j(\mathbf R').
\label{eq:uGF}
\end{equation}

The model crystal is face-centred cubic with cubic lattice constant $a=7$ bohr. Linearized central springs $K_1=0.02$ and $K_2=0.005$ hartree/bohr$^2$ join first and second neighbours. An interstitial at the centre of the cubic octahedron repels its six nearest atoms, initially at distance $a/2$, with the force $f(r)=f_0\,e^{-(r-a/2)/\ell}$, where $f_0=0.02$ hartree/bohr and $\ell=0.6$ bohr. After relaxation $p=0.1128$ hartree.

\subsection{Long waves in the model crystal}

The far field is governed by small $\mathbf k$. For central springs, with neighbour vectors $\mathbf d$, unit vectors $\mathbf e=\mathbf d/d$ and constants $\kappa_d$,
\begin{equation}
D_{ij}(\mathbf k)=\sum_{\mathbf d}\kappa_d e_ie_j\left(1-\cos\mathbf k\cdot\mathbf d\right)
\simeq\frac12\sum_{\mathbf d}\kappa_d\frac{d_id_jd_kd_l}{d^2}\,k_kk_l .
\end{equation}
Under a gradient $\beta$ a spring stretches by $e_i\beta_{ik}d_k$. Counting each spring once, the energy density is
\begin{equation}
W=\frac{1}{2\Omega_c}\sum_{\mathbf d}\frac{\kappa_d}{2}\left(e_i\beta_{ik}d_k\right)^2
=\frac12C_{ikjl}\beta_{ik}\beta_{jl},\quad
C_{ikjl}=\frac{1}{2\Omega_c}\sum_{\mathbf d}\kappa_d\frac{d_id_kd_jd_l}{d^2}.
\end{equation}
Comparison of the two results gives
\begin{equation}
D_{ij}(\mathbf k)\simeq\Omega_c\,C_{ikjl}k_kk_l .
\label{eq:longwave}
\end{equation}

Now insert the vectors, with $\Omega_c=a^3/4$. Eight first neighbours have $d_x^2=a^2/4$ and $d^2=a^2/2$, so each gives $d_x^4/d^2=a^2/8$. Two second neighbours give $a^2$ each. Four first neighbours have both $d_x$ and $d_y$ nonzero, and each gives $d_x^2d_y^2/d^2=a^2/8$. Therefore
\begin{equation}
C_{11}=\frac{2}{a^3}\left(K_1a^2+2K_2a^2\right)=\frac{2K_1+4K_2}{a},\qquad
C_{12}=C_{44}=\frac{2}{a^3}\,\frac{K_1a^2}{2}=\frac{K_1}{a}.
\end{equation}
Isotropy requires $C_{11}-C_{12}=2C_{44}$, hence $K_2=K_1/4$. That is the ratio chosen. With $K_1=0.02$ hartree/bohr$^2$ one finds $C_{11}=0.06/7=0.00857$ and $\mu=C_{44}=0.02/7=0.00286$ hartree/bohr$^3$, or 252 and 84 GPa. The second Lam\'e constant $\lambda=C_{12}$ equals $\mu$.

\subsection{The continuum limit of the Green function}

In an isotropic medium $C_{ikjl}k_kk_l=\mu k^2\delta_{ij}+(\lambda+\mu)k_ik_j$. For $\lambda=\mu$ this is $\mu k^2(\delta_{ij}+2\hat k_i\hat k_j)$. Its inverse is
\begin{equation}
\frac{1}{\mu k^2}\left(\delta_{ij}-\frac23\hat k_i\hat k_j\right),
\end{equation}
because the coefficient of $\hat k_i\hat k_j$ in the product is $2-\frac23-\frac43=0$. The factor $1/\Omega_c$ in $D^{-1}$ cancels against $d^3\theta=\Omega_c\,d^3k$, so an ordinary Fourier integral over $\mathbf k$ remains.

Two transforms are needed. The first is $1/k^2\to1/(4\pi R)$. The transform $g$ of $1/k^4$ satisfies $-\nabla^2g=1/(4\pi R)$; since $\nabla^2R=2/R$, $g=-R/(8\pi)$ up to terms that two derivatives remove. Each factor $k_i$ becomes $-i\partial_i$, so
\begin{equation}
\frac{k_ik_j}{k^4}\to-\partial_i\partial_jg=\frac{1}{8\pi}\partial_i\partial_jR=\frac{\delta_{ij}-n_in_j}{8\pi R}.
\end{equation}
Together,
\begin{equation}
G^{c}_{ij}=\frac1\mu\left[\frac{\delta_{ij}}{4\pi R}-\frac23\,\frac{\delta_{ij}-n_in_j}{8\pi R}\right]
=\frac{2\delta_{ij}+n_in_j}{12\pi\mu R}.
\label{eq:kelvin}
\end{equation}

How good is this on the lattice? Beyond its leading part of degree $-2$ in $k$, $D^{-1}$ has a next part of degree $0$ that depends on direction. A function of degree $m$ transforms into one that scales as $R^{-3-m}$, as the substitution $\mathbf k\to\mathbf k/R$ shows. The correction to $G^{c}$ is thus of order $R^{-3}$. The zone boundary adds no power-law term, because the integrand is smooth and periodic there.

\subsection{Expansion in moments}

Let $R$ be large compared with the extent of the forces, and expand \eqref{eq:uGF} in $\mathbf R'$:
\begin{equation}
u_i=G_{ij}\sum_{\mathbf R'}F_j-\partial_kG_{ij}\sum_{\mathbf R'}F_jR'_k
+\frac12\partial_k\partial_lG_{ij}\sum_{\mathbf R'}F_jR'_kR'_l-\dots
\end{equation}
Here $G$ stands for its smooth large-distance form. The first sum is the net force, which is zero. The second is $P_{jk}$. Hence
\begin{equation}
u_i(\mathbf R)\simeq-P_{jk}\,\partial_kG^{c}_{ij}(\mathbf R).
\label{eq:far}
\end{equation}
The minus sign comes from the argument $\mathbf R-\mathbf R'$. The derivation of \eqref{eq:far} does not need isotropy; for another crystal $G^{c}$ is the transform of the inverse of $C_{ikjl}k_kk_l$.

The dipole term falls as $R^{-2}$ and the second-moment term as $R^{-3}$. If the defect has an inversion centre and the origin is placed there, then $\mathbf F(-\mathbf R)=-\mathbf F(\mathbf R)$ and the second moment vanishes. The leading error then comes from third moments and from the lattice correction to $G^{c}$, both of order $R^{-4}$. Relative to the dipole field, the error is of order $1/R$ in general and $1/R^2$ for a centred defect.

\subsection{The isotropic formula and its cubic limit}

Write \eqref{eq:kelvin} as $(12\pi\mu)^{-1}(2\delta_{ij}/R+x_ix_j/R^3)$ and differentiate:
\begin{equation}
\partial_kG^{c}_{ij}=\frac{-2\delta_{ij}n_k+\delta_{ik}n_j+\delta_{jk}n_i-3n_in_jn_k}{12\pi\mu R^2}.
\end{equation}
Contract with $-P_{jk}$, term by term. The first gives $2P_{ik}n_k$, the second $-P_{ji}n_j$, the third $-n_iP_{jj}$ and the last $3n_i\,n_jP_{jk}n_k$. In vector form,
\begin{equation}
\mathbf u=\frac{2P\mathbf n-P^{T}\mathbf n-\mathbf n\,\mathrm{tr}P+3\mathbf n(\mathbf n\cdot P\mathbf n)}{12\pi\mu R^2}.
\label{eq:tensor}
\end{equation}
For $P=p\,\delta_{ij}$ the numerator is $(2-1-3+3)p\,\mathbf n=p\,\mathbf n$. With $C_{11}=3\mu$,
\begin{equation}
\mathbf u=\frac{p}{4\pi C_{11}R^2}\,\mathbf n .
\label{eq:cubic}
\end{equation}
The unknown number is $\gamma=1/(4\pi)$ when $C$ is taken as $C_{11}$.

A second route confirms the factor. In the continuum the forces have the density $-p\nabla\delta(\mathbf r)$. A radial field has no curl, so elastic equilibrium reads $C_{11}\nabla(\nabla\cdot\mathbf u)=p\nabla\delta$, and $\nabla\cdot\mathbf u=(p/C_{11})\delta$. The flux of $\mathbf u$ through any sphere centred on the defect is then $p/C_{11}$. Dividing by $4\pi R^2$ gives \eqref{eq:cubic}.

\subsection{The interstitial at increasing distance}

At $R=73.5$ bohr along $[100]$ the far-field law gives
\begin{equation}
u=\frac{0.1128}{4\pi\times0.00857\times73.5^2}=1.94\times10^{-4}\ \mathrm{bohr}.
\end{equation}
The lattice sum \eqref{eq:uGF} gives $1.95\times10^{-4}$ bohr. Other distances, with outward displacements in bohr:

\begin{center}
\begin{tabular}{lrccc}
direction & $R$ (bohr) & lattice & far field & ratio\\
\hline
$[100]$ & 3.5 & $1.29\times10^{-1}$ & $8.55\times10^{-2}$ & 1.51\\
$[100]$ & 17.5 & $3.88\times10^{-3}$ & $3.42\times10^{-3}$ & 1.13\\
$[100]$ & 38.5 & $7.24\times10^{-4}$ & $7.07\times10^{-4}$ & 1.024\\
$[111]$ & 6.1 & $3.42\times10^{-3}$ & $2.85\times10^{-2}$ & 0.12\\
$[111]$ & 18.2 & $2.61\times10^{-3}$ & $3.17\times10^{-3}$ & 0.82\\
$[111]$ & 42.4 & $5.60\times10^{-4}$ & $5.82\times10^{-4}$ & 0.963
\end{tabular}
\end{center}

Close to the defect the law fails badly: the nearest atom along $[111]$ moves by about one eighth of the predicted amount. The lattice displacement lies above the law along $[100]$ and below it along $[111]$, so the correction depends on direction although the long-wave elasticity does not. Between the two largest distances computed on each line, the relative error falls as $R^{-2.02}$ and $R^{-1.96}$. This agrees with the predicted $R^{-2}$.

\subsection{The size of a periodic cell}

In a periodic cell of edge $L$ the Green function changes by an amount $\Delta G$. Far from the force it is a continuum quantity, so by dimensions $\Delta G=(CL)^{-1}g(\mathbf R/L)$. It is even, and smooth near the defect, because the singular response to the force itself cancels in the difference. Its expansion starts with a constant and a term of order $R^2/(CL^3)$. The constant drops out since the forces sum to zero. The quadratic term, evaluated at $\mathbf R-\mathbf R'$, displaces the neighbours by an amount of order $PR/(CL^3)$. The relaxed forces, and with them $p$, shift in proportion to $1/L^3$.

The cells with $L=4a$ and $5a$ exceed the isolated dipole by $1.17\times10^{-4}$ and $0.58\times10^{-4}$ hartree. The ratio is 2.02, against $(5/4)^3=1.95$ from the leading term. Eliminating that term gives
\begin{equation}
p=\frac{125\times0.1129068-64\times0.1129660}{61}=0.112845\ \mathrm{hartree}.
\end{equation}
The isolated calculation gives 0.112849 hartree, so the two routes differ by 0.004\% of $p$. The cell calculation makes no use of $G$.

\subsection{Less symmetric sources}

An isotropic $P$ tests little of \eqref{eq:tensor}. A stronger test applies opposite forces $\pm\mathbf q$ at $\pm\mathbf b$ in the perfect lattice, with $\mathbf q$ not parallel to $\mathbf b$. Then $P_{ij}=2q_ib_j$ is not symmetric. At $\mathbf R=(5,3,2)a$ the vector error is 0.38\% of the far field; at twice that distance it is 0.09\%. The fourfold drop is the behaviour expected of a source with an inversion centre.

Next, add a second interstitial at $(1,\frac12,\frac12)a$ from the first, with half the unrelaxed force. The two do not interact directly. The diagonal elements of $P$ are now 0.1746, 0.1747 and 0.1747 hartree. The off-diagonal ones are small, and $P_{xy}$ differs from $P_{yx}$:
\begin{equation}
P_{xy}=-2.76\times10^{-4},\qquad P_{yx}=0.145\times10^{-4}\ \mathrm{hartree}.
\end{equation}
The torque about the relaxed positions nevertheless vanishes to rounding error, as rotational invariance of the defect energy demands. In a $3\times3\times3$ cell all nine elements of the first moment agree with the corresponding energy slopes within $5\times10^{-9}$ hartree.

The far field is evaluated with the origin on the first interstitial. That point is not an inversion centre, the second moment about it does not vanish, and a $1/R$ relative error is expected. Its size can be estimated by treating the pair as two isotropic dipoles, $p_1$ at the origin and $p_2$ at $\mathbf c$. For $R\gg c$ the radial field of the second is proportional to $p_2R^{-2}(1+2\mathbf c\cdot\mathbf n/R)$. The relative radial correction to the sum is therefore $2p_2\,\mathbf c\cdot\mathbf n/[(p_1+p_2)R]$. The same expansion, $(\mathbf R-\mathbf c)/|\mathbf R-\mathbf c|^3\simeq R^{-2}\{\mathbf n+[3\mathbf n(\mathbf c\cdot\mathbf n)-\mathbf c]/R\}$, gives a transverse part $-p_2\mathbf c_\perp/[(p_1+p_2)R]$, with $\mathbf c_\perp$ the component of $\mathbf c$ normal to $\mathbf n$. Both parts are an effect of the origin. About a point $\mathbf r_0$ the vector $p_2\mathbf c$ is replaced by $p_2(\mathbf c-\mathbf r_0)-p_1\mathbf r_0$, which vanishes at $\mathbf r_0=p_2\mathbf c/(p_1+p_2)$. These are leading terms only. At the distances computed $c/R$ lies between 0.1 and 0.2, and the next order is not small, so they give the size of the error only roughly. The computed decay exponents of the vector error are 1.30 along $[100]$ and 0.98 along $[111]$. A mixture of $1/R$ and $1/R^2$ terms over this finite range would account for the departure from one along $[100]$; this was not tested separately.

\subsection{Where the result stops holding}

Each step used a property of the host, and each property can fail.

\begin{itemize}
\item \emph{Anharmonic host.} If the strain near the defect is large enough for cubic host terms to matter, $\Phi\mathbf u$ is no longer confined to the atoms touched by $V$, and the proof that its first moment equals the energy slope does not apply as it stands. Such terms are never wholly absent, because the energy of a stable, stress-free crystal cannot be both exactly quadratic in the displacements and invariant under finite rotations. They change the symmetric part of $P$ at the same second order as the antisymmetric part. In the model, springs stretched by their true change of length give for the single interstitial in the $4\times4\times4$ cell an energy slope of 0.1104 hartree, while the first moment of the defect forces on the six neighbours is 0.1129 hartree, a gap of 2\%.
\item \emph{Several atoms per primitive cell.} A homogeneous strain can then produce forces on the atoms. Where it does, the cross term between $\beta$ and $\mathbf u$ survives and can contribute to the energy slope. Where every atom is an inversion centre, as in the rock-salt structure, it is absent.
\item \emph{Long-range forces.} For a charged defect in a polar crystal the forces are not confined to a few atoms, and the moment expansion loses its basis.
\item \emph{Lower dimensions.} In two dimensions the integral for $G$ diverges logarithmically at small $k$. The divergent part is a rigid translation, which drops out because the forces sum to zero, and the dipole field falls as $1/R$. In the chain it does not fall at all.
\end{itemize}

The numerical output that follows lists the values with more digits.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant: 7.0 bohr
springs K1, K2: 0.020, 0.005 hartree/bohr^2
repulsion decay length: 0.60 bohr
C11, C12, C44: 0.008571, 0.002857, 0.002857 hartree/bohr^3
C11, C44 converted: 252.2, 84.1 GPa
Green function change, 42 to 48 nodes: 4.4e-13 bohr^2/hartree
SINGLE INTERSTITIAL
force on a neighbour, unrelaxed: 0.020000 hartree/bohr
Kanzaki force on a neighbour: 0.016121 hartree/bohr
outward neighbour displacement: 0.129356 bohr
first moment of unrelaxed forces: 0.140000 hartree
elastic dipole p, isolated: 0.112849 hartree = 3.0708 eV
p, 4x4x4 cell, first moment: 0.11296598 hartree
p, 4x4x4 cell, energy slope: 0.11296598 hartree
p, 5x5x5 cell, first moment: 0.11290678 hartree
p, cells extrapolated in 1/volume: 0.11284467 hartree
p, isolated, more digits: 0.11284880 hartree
direction, R (bohr), u lattice (bohr), u far field (bohr), ratio
[100]    3.500 1.2936e-01 8.5526e-02 1.5125
[100]   10.500 1.3206e-02 9.5029e-03 1.3897
[100]   17.500 3.8804e-03 3.4210e-03 1.1343
[100]   38.500 7.2383e-04 7.0683e-04 1.0241
[100]   73.500 1.9520e-04 1.9394e-04 1.0065
[111]    6.062 3.4162e-03 2.8509e-02 0.1198
[111]   18.187 2.6084e-03 3.1676e-03 0.8234
[111]   42.435 5.6024e-04 5.8181e-04 0.9629
[111]   78.808 1.6683e-04 1.6869e-04 0.9890
error decay exponents [100], [111]: 2.02, 1.96
TWO UNLIKE INTERSTITIALS, second at (1, 1/2, 1/2) A
unrelaxed forces: 0.020 and 0.010 hartree/bohr
P row x: 0.1745573 -0.0002760 -0.0002760 hartree
P row y: 0.0000145 0.1746649 -0.0001868 hartree
P row z: 0.0000145 -0.0001868 0.1746649 hartree
P_xy - P_yx: -2.904e-04 hartree
torque about relaxed sites, xy: -1.6e-15 hartree
3x3x3 cell, worst moment-slope gap of 9: 4.8e-09 hartree
error decay exponents [100], [111]: 1.30, 0.98
FORCE PAIR, non-symmetric P
relative far-field error at (5,3,2) A: 0.0038
relative far-field error at (10,6,4) A: 0.0009
\end{verbatim}
